# Second sound in a two-dimensional phonon gas with one linear branch

Consider a phonon gas in a plane, with the single isotropic branch $\omega=ck$, and suppose that a slow temperature wave runs through it at a speed which no longer depends on its wavelength or on the collision times. The quantities left to fix that speed are $c$, $\hbar$ and the thermal energy $k_BT$. The last two combine into a rate, $k_BT/\hbar$, and nothing remains that could cancel its unit of time. The speed must therefore be $c$ times a pure number, independent of temperature. Symmetry suggests the number: when the gas has no preferred axis, the two directions of the plane share the momentum flux equally, and each receives half. This half becomes the factor in

$$c_2^2=\frac{c^2}{2},\qquad c_2=\frac{c}{\sqrt2}.$$

To derive this, and to find when such a wave exists, let $n(\mathbf r,\mathbf k,t)$ be the occupation of the phonon states. A phonon has energy $\hbar ck$, crystal momentum $\hbar\mathbf k$ and group velocity $c\hat{\mathbf k}$, where $\hat{\mathbf k}=\mathbf k/k$. The Boltzmann equation is

$$\partial_t n+c\,\hat{\mathbf k}\cdot\nabla n=C_N[n]+C_R[n].$$

The normal collisions $C_N$ conserve energy and crystal momentum. The resistive collisions $C_R$ (umklapp processes, defects, edges) conserve energy but destroy momentum, here at a single rate $1/\tau_R$. Define the energy density, momentum density and momentum flux by

$$E=\int\!\frac{d^2k}{(2\pi)^2}\,\hbar ck\,n,\quad \mathbf P=\int\!\frac{d^2k}{(2\pi)^2}\,\hbar\mathbf k\,n,\quad \Pi_{ij}=\int\!\frac{d^2k}{(2\pi)^2}\,\hbar k_i\,c\hat k_j\,n.$$

The energy flux is the integral of $\hbar ck\cdot c\hat{\mathbf k}\,n=c^2\hbar\mathbf k\,n$, which is $c^2\mathbf P$. Multiplying the Boltzmann equation by $\hbar ck$ and by $\hbar\mathbf k$, and integrating, gives

$$\partial_tE+c^2\nabla\cdot\mathbf P=0,\qquad \partial_tP_i+\partial_j\Pi_{ij}=-\frac{P_i}{\tau_R}.$$

These equations need one more relation, for $\Pi_{ij}$. Its trace is known for any distribution on this branch, because $k_i\hat k_i=k$ and hence $\Pi_{xx}+\Pi_{yy}=E$. To see how the trace is shared, let $\varepsilon(\theta)\,d\theta$ be the energy density carried by phonons moving at angles between $\theta$ and $\theta+d\theta$ to the $x$ axis. Then

$$\Pi_{xx}=\int\varepsilon\cos^2\theta\,d\theta=\frac E2+\frac12\int\varepsilon\cos2\theta\,d\theta,\qquad \Pi_{xy}=\frac12\int\varepsilon\sin2\theta\,d\theta.$$

If collisions keep the second angular harmonic negligible, $\Pi_{ij}=(E/2)\delta_{ij}$. The first harmonic may be present; it is the momentum itself. Neglecting resistive collisions for the moment, differentiate the energy equation in time and insert $\partial_t\mathbf P=-\nabla E/2$:

$$\partial_t^2E=-c^2\nabla\cdot\partial_t\mathbf P=\frac{c^2}{2}\nabla^2E .$$

This is a wave equation with speed $c/\sqrt2$. The square of the speed is the average of $c^2\cos^2\theta$ over directions: each phonon moves at $c$, but the energy is spread over all headings. In $d$ dimensions the same trace is shared among $d$ axes and the result is $c/\sqrt d$.

Everything now rests on the decay of the second harmonic, and momentum conservation alone does not guarantee it. Take a three-phonon collision in which $\mathbf k_1$ and $\mathbf k_2$ merge. On a strictly linear branch, energy and momentum conservation require $k_1+k_2=|\mathbf k_1+\mathbf k_2|$. Squaring both sides leaves

$$2k_1k_2(1-\cos\theta_{12})=0,$$

so the two phonons must be parallel. Such collisions, and their reverse, redistribute energy among frequencies but never between directions. Summed over frequency, each $\varepsilon(\theta)$ streams freely, and a ripple that starts as $\cos qx$ in every direction becomes

$$\frac1{2\pi}\int_0^{2\pi}\cos[q(x-ct\cos\theta)]\,d\theta=J_0(cqt)\cos qx .$$

This is dephasing of independent beams, not second sound, however frequent the collisions are, as long as each conserves energy sharply. A finite lifetime broadens $\omega$ by about $1/\tau$ and admits small angles, roughly 6° to 10° for thermal phonons at 50 K with $\tau=20$ ps, so such collisions turn the energy only slowly, in many small steps.

Collisions of two phonons into two can turn the energy. Let the pair have total wave vector $\mathbf K$ and $W=k_1+k_2$, and let one outgoing phonon leave at angle $\varphi$ to $\mathbf K$. The other must satisfy $|\mathbf K-\mathbf k_3|=W-k_3$. Squaring and cancelling $k_3^2$ gives

$$k_3=\frac{W^2-K^2}{2(W-K\cos\varphi)},$$

which is positive for every $\varphi$ when the incoming phonons are not parallel. All outgoing directions are thus allowed. Slight upward bending of the branch, with $\omega$ growing faster than $k$, opens three-phonon collisions to small angles; downward bending, as in the sine used below, forbids them within the branch. Collisions with other branches may also relax the angles. The assumption needed is that some normal process does so quickly.

The contrast shows in a numerical solution of the linearized Boltzmann equation for a standing ripple. In both runs the collision rate is $200\,cq\,(1+x)$, with $x=\hbar\omega/k_BT$; they differ in what the collisions conserve. At $cqt=4$ the amplitude, relative to its start, is $-0.951$ when only energy and momentum are conserved, and $-0.397$ when the energy in each direction is conserved. The first run follows $\cos(cqt/\sqrt2)$ to within 0.01 at the three times listed in the numerical output, and the second follows $J_0(cqt)$.

The state towards which angle-relaxing collisions drive the gas can be found from detailed balance. For a process $1+2\to3$, forward and reverse rates are equal when $n_1n_2(1+n_3)=(1+n_1)(1+n_2)n_3$. In terms of $\chi=\ln[(1+n)/n]$ this reads $\chi_1+\chi_2=\chi_3$, so $\chi$ must be a conserved, additive quantity. If energy and momentum are the only ones, $\chi$ is a linear combination of them, and

$$n=\frac{1}{\exp[(\hbar ck-\hbar\mathbf k\cdot\mathbf u)/k_BT]-1},$$

a Bose distribution drifting with velocity $\mathbf u$. Two-to-two collisions also conserve the number of phonons, which would allow a constant to be added to $\chi$. To first order this constant changes the isotropic part of $n$ and adds no second harmonic, so the closure and the speed survive. A matrix calculation with collision rates proportional to $1+x$ gives 9.899 km/s for $c=14$ km/s, both with and without number conservation.

The drifting distribution also links the momentum to $u$. Put $\mathbf u$ along $x$ and $\beta=u/c$. The exponent is $x(1-\beta\cos\theta)$, and the energy in direction $\theta$ is proportional to

$$\int_0^\infty\frac{x^2\,dx}{e^{x(1-\beta\cos\theta)}-1}=\frac{2\zeta(3)}{(1-\beta\cos\theta)^3}.$$

Expand the inverse cube as $1+3\beta\cos\theta+6\beta^2\cos^2\theta$. With the angular averages $\langle\cos^2\theta\rangle=1/2$ and $\langle\cos^4\theta\rangle=3/8$, and with $E_0$ the energy density at $\beta=0$,

$$\frac E{E_0}=1+3\beta^2,\qquad \frac{cP}{E_0}=\frac{3\beta}2,\qquad \frac{\Pi_{xx}}{E_0}=\frac12+\frac{9\beta^2}4 .$$

Dividing the last by the first gives $\Pi_{xx}/E=1/2+3\beta^2/4$ to second order. The departure from equal sharing is quadratic in the drift and drops out of a small-amplitude wave. Quadrature at $\beta=0.01$ gives $cP/E=0.014999$ and $\Pi_{xx}/E=0.500075$. The leading terms are $3\beta/2=0.015$ and $1/2+3\beta^2/4=0.500075$; the small difference in the first is of third order in $\beta$.

The energy density at rest follows from the same integral,

$$E=\frac1{2\pi}\int_0^\infty k\,dk\,\frac{\hbar ck}{e^{\hbar ck/k_BT}-1}=\frac{\zeta(3)(k_BT)^3}{\pi\hbar^2c^2},\qquad C=\frac{dE}{dT}=\frac{3E}{T}.$$

Hence $P=3Eu/(2c^2)=CTu/(2c^2)$ to first order. For a wave $e^{i(qx-\Omega t)}$ the energy equation reads $\Omega C\,\delta T=c^2qP=qCTu/2$. With $\Omega=c_2q$ this gives the drift velocity and the heat flux,

$$u=2c_2\frac{\delta T}{T},\qquad c^2P=c_2C\,\delta T .$$

Both are in phase with the temperature in an undamped forward wave (damping shifts them by about 4° in the example below): the hot crests drift forwards, and heat travels with the pattern.

Real collisions take time. To see what that costs, let all normal collisions have one rate $1/\tau_N$, whatever the frequency. Expand the deviation of $\varepsilon(\theta)$ from equilibrium as $\sum_m f_me^{im\theta}$. The factor $\cos\theta$ in the streaming term couples each $f_m$ to half the sum of its neighbours. A wave along $x$ is even in $\theta$, so $f_{-m}=f_m$. Normal collisions leave $m=0$ and $m=1$ alone; resistive ones leave only $m=0$ alone. With $1/\tau=1/\tau_N+1/\tau_R$ and $z=1/\tau-i\Omega$,

$$-i\Omega f_0+icqf_1=0,$$

$$\left(\frac1{\tau_R}-i\Omega\right)f_1+\frac{icq}2(f_0+f_2)=0,$$

$$zf_m+\frac{icq}2(f_{m-1}+f_{m+1})=0\quad(m\ge2).$$

The last line has constant coefficients, so $f_{m}=rf_{m-1}$ for $m\ge2$, where $\tfrac12icq\,(1+r^2)+zr=0$. The two roots have product one, and the harmonics must die away at large $m$, so the smaller root is taken:

$$r=\frac{\sqrt{z^2+c^2q^2}-z}{icq}.$$

Then $\tfrac12icq\,f_2=\tfrac12\left(\sqrt{z^2+c^2q^2}-z\right)f_1$. The whole chain of higher harmonics thus acts on the momentum as an additional drag. Writing

$$\Gamma=\frac1{\tau_R}+\frac12\left(\sqrt{z^2+c^2q^2}-z\right),$$

inserting $f_0=cqf_1/\Omega$ from the first equation into the second, and multiplying by $i\Omega$, one finds

$$\Omega^2+i\Omega\Gamma-\frac{c^2q^2}2=0,\qquad \Omega=-\frac{i\Gamma}2+\sqrt{\frac{c^2q^2}2-\frac{\Gamma^2}4}.$$

Since $\Gamma$ contains $\Omega$ through $z$, the second form is solved by iteration. For $cq\tau\ll1$ the square root expands to give $\Gamma\approx1/\tau_R+c^2q^2/(4z)$, and $z\approx1/\tau$. The amplitude then decays at the rate

$$\frac{\Gamma}{2}\approx\frac1{2\tau_R}+\frac{c^2q^2\tau}8 .$$

The first term is loss of momentum to the lattice. The second is viscosity: where the drift varies along the wave, streaming builds up a second harmonic proportional to the gradient of the drift, and this harmonic carries momentum from crest to trough. More frequent normal collisions reduce it. The wave is therefore well defined when $\Omega\tau_N\ll1\ll\Omega\tau_R$.

At long wavelengths, and for $\tau_N\ll\tau_R$, viscosity is negligible and $\Gamma\approx1/\tau_R$. The frequency has a real part only if $cq/\sqrt2>1/(2\tau_R)$, that is, if

$$\lambda<2\pi\sqrt2\,c\tau_R .$$

Longer disturbances relax without oscillating. If normal collisions are absent altogether, every harmonic with $m\ge1$ decays at the same rate $1/\tau$. For slow, long waves the second equation then reduces to $f_1=-\tfrac12icq\tau f_0$, and the first gives $\Omega=-i(c^2\tau/2)q^2$. This is ordinary heat diffusion, with diffusivity $c^2\tau/2$. The factor one half is again the average of $\cos^2\theta$; what has gone is the memory of momentum that made the heat overshoot.

For an example, take $T=50$ K and $c=14$ km/s, a rough value for the transverse in-plane branch of graphene. The wavelength is 10 µm, and the times $\tau_N=20$ ps and $\tau_R=2$ ns are assumed, not calculated for a material. The ideal speed is

$$c_2=\frac{14}{\sqrt2}\ \text{km/s}=9.90\ \text{km/s},$$

and the ideal frequency is $c_2/\lambda=0.990$ GHz. The heat capacity of the branch is 3.465 µJ/(m² K). A ripple of amplitude 0.5 K has drift velocity $2\times9.90\times0.5/50=0.198$ km/s, so $u/c=0.014$ and the quadratic terms are negligible. Its heat flux per unit width is $9.90\times10^3\times3.465\times10^{-6}\times0.5$ W/m, or about 17 mW/m.

The combined collision time is $\tau=19.8$ ps, which gives $cq\tau=0.174$. The resistive decay rate is $1/(2\times2\ \text{ns})=0.250$ ns⁻¹ and the viscous one is 0.192 ns⁻¹, together 0.442 ns⁻¹. The closed relation gives 0.441 ns⁻¹, a decay time of 2.27 ns. The wave covers 22.5 µm in that time and keeps 64% of its amplitude after one period.

The frequency with collisions, 0.9912 GHz, is slightly above the ideal 0.9899 GHz, although friction lowers the frequency of a simple oscillator. The next term of $1/z\approx\tau(1+i\Omega\tau)$ explains this. It adds $i\Omega c^2q^2\tau^2/4$ to $\Gamma$, which multiplies $\Omega^2$ in the dispersion relation by $1-c^2q^2\tau^2/4$ and so raises the frequency by the fraction $(cq\tau)^2/8=0.0038$. The real drag lowers it by the fraction $\Gamma^2/(4c^2q^2)=0.0025$. The difference, 0.0013, accounts for the shift found, 0.0012, up to higher-order terms. Physically, the second harmonic lags the drift gradient by the phase $\Omega\tau\approx0.12$, so part of the viscous stress acts as a restoring force and the gas responds a little more stiffly.

With the same collision times, oscillation is lost above a wavelength of about 249 µm by this estimate, or 248.5 µm with the viscous term kept. At the short end $cq\tau_N$ reaches one at 1.76 µm, where the small-$cq\tau$ expansion has failed.

Graphene has more than this one branch, so the speed must be generalized before it is set beside the real sheet. Let several isotropic branches share one temperature and one drift velocity. Expanding the drifting Bose distribution to first order, with $dn/dx=-n(n+1)$, gives for each mode

$$\delta n=\frac{n(n+1)}{k_BT}\left(\hbar\omega\frac{\delta T}T+\hbar\mathbf k\cdot\mathbf u\right).$$

Let $\langle g\rangle$ denote the sum of $g\,n(n+1)$ over all modes per unit area, and $v=d\omega/dk$. Averaging over angles turns $k_x^2$ into $k^2/2$ and $v_xk_x$ into $vk/2$. The energy is $C\,\delta T$, the momentum $\rho u$, the energy flux $Au$ and the momentum flux $A\,\delta T/T$, with

$$CT=\frac{\hbar^2}{k_BT}\langle\omega^2\rangle,\quad \rho=\frac{\hbar^2}{k_BT}\left\langle\frac{k^2}2\right\rangle,\quad A=\frac{\hbar^2}{k_BT}\left\langle\frac{\omega vk}2\right\rangle .$$

The same $A$ appears in both fluxes. The conservation laws $C\partial_t\delta T+A\partial_xu=0$ and $\rho\,\partial_tu+(A/T)\partial_x\delta T=0$ combine to $c_2^2=A^2/(CT\rho)$, or

$$c_2=\frac{\langle\omega vk/2\rangle}{\sqrt{\langle\omega^2\rangle\langle k^2/2\rangle}} .$$

For one linear branch the averages are $c^2\langle k^2\rangle/2$, $c^2\langle k^2\rangle$ and $\langle k^2\rangle/2$, and the ratio returns $c/\sqrt2$.

At 50 K, bending the transverse branch into a sine that flattens at the zone edge lowers the speed from 9.90 to 9.69 km/s, about 2%. Adding instead a linear longitudinal branch at 21 km/s raises it to 10.9 km/s, about 10%. The flexural branch, in which the atoms move out of the plane, changes the answer altogether. With $\omega=\alpha k^2$ and a rough $\alpha=0.6$ nm²/ps, it holds 89% of the heat capacity of the three branches, and the common speed falls to 1.2 km/s. The single-branch value is too high by a factor of about 8 relative to this three-branch model.

Even that lower speed depends on a cutoff. At small $k$ the flexural occupation factor $n(n+1)$ approaches $(k_BT/\hbar\alpha k^2)^2$, so its contribution to $\rho$ contains $\int k\,dk\,k^2/k^4=\int dk/k$, which grows logarithmically as longer waves are admitted. The value 1.2 km/s includes phonons up to the 10 µm wavelength of the temperature wave; admitting wavelengths ten times longer gives 1.07 km/s. The long flexural waves also limit the amplitude. Along the drift the exponent is proportional to $\alpha k^2-ku$, which is negative for $k<u/\alpha$, where the drifting distribution does not exist. For a 0.5 K ripple in this model $u\approx0.013$ km/s, which excludes wavelengths above about 300 nm, and those modes supply 39% of $\rho$; the first-order expansion holds down to the cutoff only for $\delta T\ll0.015$ K. The harmonic form $\alpha k^2$ also fails at long wavelengths in an unstrained sheet: thermal fluctuations stiffen the bending rigidity below a wave number of roughly 0.4 nm⁻¹ at 50 K (wavelengths above about 15 nm), which removes the logarithm and, in a rough interpolation, gives about 1.7 to 2.1 km/s nearly independent of the cutoff. Leaving that aside, tension $\sigma$ makes the flexural branch linear at small $k$, $\omega^2=\alpha^2k^4+\sigma k^2/\rho_s$ with $\rho_s\approx7.6\times10^{-7}$ kg/m² the mass per area, and ends the logarithm. The effect is large: $\sigma\approx0.004$ N/m (biaxial strain near $10^{-5}$) raises the speed to 1.8 km/s and $\sigma\approx0.4$ N/m (strain near $10^{-3}$) to 2.7 km/s, so the factor of 8 becomes about 5.4 and 3.6.

For graphene, then, a single linear branch is a poor model. The slower wave is also harder to sustain. Its period at 10 µm is $10/1.2\approx8.3$ ns, and if $\tau_R$ stayed at 2 ns, $\Omega\tau_R$ would be only about 1.5, or 2.3 to 3.4 under the tensions above. A shorter wavelength does not cure this. With several branches the energy flux is no longer proportional to the momentum, and normal collisions leave a heat conduction relative to the drift, with diffusivity $\tau\left(\langle\omega^2v^2/2\rangle/\langle\omega^2\rangle-c_2^2\right)$. The bracket vanishes for one linear branch but is about 29 km²/s², some $20c_2^2$, for the three branches without tension, so the condition at the short end becomes $\Omega\tau_N\ll1/20$. With the assumed times the wave keeps about 4% of its amplitude per period at 10 µm and at best about 6%, near 5 µm (about 16% and 30% under the two tensions). A clear wave would need a much larger ratio $\tau_R/\tau_N$. Diffuse scattering at the edges of a sufficiently narrow sheet would remove momentum as well and shorten the assumed $\tau_R$. The result $c/\sqrt2$ applies where one isotropic linear branch dominates both the energy and the momentum of the gas, and where normal collisions redistribute its energy over all directions well within a period, before resistive ones remove its momentum.

## Table of computed values

```
temperature: 50 K
transverse phonon speed c (rough): 14.0 km/s
longitudinal phonon speed (rough): 21.0 km/s
flexural coefficient (rough): 0.60 nm^2/ps
lattice constant (rough): 0.246 nm
zone radius: 15.48 1/nm
normal time tau_N (assumed): 20 ps
resistive time tau_R (assumed): 2000 ps
wavelength: 10.0 um
second-sound speed c/sqrt(2): 9.899 km/s
speed from collision matrix: 9.899 km/s
same with phonon number conserved: 9.899 km/s
drift test, u/c: 0.010
drift test, c*P/E: 0.014999
drift test, stress Pi_xx/E: 0.500075
ripple at cqt=2: relaxing 0.1561, collinear 0.2239
ripple at cqt=4: relaxing -0.9508, collinear -0.3971
ripple at cqt=6: relaxing -0.4525, collinear 0.1506
energy density, one branch: 57.75 uJ/m^2
heat capacity, one branch: 3.465 uJ/(m^2 K)
temperature amplitude: 0.50 K
drift velocity amplitude: 0.1980 km/s
drift amplitude u/c: 0.0141
heat flux amplitude: 17.15 mW/m
c*q*tau: 0.1742
ideal frequency: 0.9899 GHz
frequency with collisions: 0.9912 GHz
phase speed with collisions: 9.912 km/s
resistive decay rate: 0.2500 1/ns
viscous decay rate, leading: 0.1915 1/ns
total decay rate, closed relation: 0.4406 1/ns
decay time: 2.270 ns
decay length: 22.50 um
amplitude left after one period: 0.641
wavelength where c*q*tau_N = 1: 1.76 um
longest propagating wavelength: 248.8 um
speed, bent transverse branch: 9.691 km/s
speed, transverse + longitudinal: 10.872 km/s
speed, with flexural branch: 1.196 km/s
same, cutoff wavelength 10 times longer: 1.068 km/s
flexural share of heat capacity: 88.7 %
one-branch speed / three-branch speed: 8.28
```
